# The Jacobian of the Kohn–Sham density map: test program

```python
# Result under test: the Kohn-Sham density map F(rho_in) = rho_out has the
# Jacobian chi0 K, so the residual F(rho) - rho has Jacobian -(1 - chi0 K).
# chi0: independent-particle density response at fixed electron number.
# K: Hartree kernel plus derivative of the exchange-correlation potential.
# Model: electron film between hard walls, uniform in the plane, on a
# uniform positive background. Hartree atomic units throughout.
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit

thickness = 20.0        # distance between walls, bohr
r_s = 4.0               # background density parameter, bohr
kT = 0.01               # electronic temperature, hartree
points = 59             # interior grid points
h = thickness / (points + 1)
z = h * np.arange(1, points + 1)
background = 3 / (4 * np.pi * r_s**3)
electrons = background * thickness      # electrons per area
identity = np.eye(points)
ones = np.ones(points)

kinetic = (identity - 0.5 * np.eye(points, k=1)
           - 0.5 * np.eye(points, k=-1)) / h**2
kinetic_ring = kinetic.copy()
kinetic_ring[0, -1] = kinetic_ring[-1, 0] = -0.5 / h**2
coulomb = -2 * np.pi * np.abs(z[:, None] - z[None, :])
v_background = np.pi * background * (z**2 + (thickness - z)**2)


def wigner_seitz(n):
    return (3 / (4 * np.pi * n))**(1 / 3)


def xc_energy_density(n):
    exchange = -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3)
    return exchange - 0.44 * n / (wigner_seitz(n) + 7.8)


def xc_potential(n):
    rs = wigner_seitz(n)
    s = rs + 7.8
    return -(3 * n / np.pi)**(1 / 3) - 0.44 / s - 0.44 * rs / (3 * s**2)


def xc_kernel(n):
    rs = wigner_seitz(n)
    s = rs + 7.8
    exchange = -(3 * n / np.pi)**(1 / 3) / (3 * n)
    return exchange - rs / (3 * n) * (0.88 / 3) * (1 / s**2 + rs / s**3)


def effective_potential(rho):
    return v_background + h * coulomb @ rho + xc_potential(rho)


def solve(potential, kin=kinetic):
    energies, vectors = np.linalg.eigh(kin + np.diag(potential))
    return energies, vectors / np.sqrt(h)


def subband_filling(energies):
    def filling(mu):
        return kT / np.pi * np.logaddexp(0, (mu - energies) / kT)
    mu = brentq(lambda m: filling(m).sum() - electrons,
                energies[0] - 1, energies[0] + 5, xtol=1e-15, rtol=1e-15)
    return mu, filling(mu)


def density_from_potential(potential, kin=kinetic):
    energies, orbitals = solve(potential, kin)
    return orbitals**2 @ subband_filling(energies)[1]


def scf_map(rho):
    return density_from_potential(effective_potential(rho))


def response(energies, orbitals, filling, slope):
    """Sum over states with divided differences of the occupations."""
    gap = energies[:, None] - energies[None, :]
    same = np.abs(gap) < 1e-7
    weight = np.where(same, (slope[:, None] + slope[None, :]) / 2,
                      (filling[:, None] - filling[None, :])
                      / np.where(same, 1.0, gap))
    pairs = (orbitals[:, :, None] * orbitals[:, None, :]).reshape(points, -1)
    return (pairs * weight.ravel()) @ pairs.T


def thermal_response(potential, kin=kinetic):
    """Response at fixed chemical potential and at fixed number."""
    energies, orbitals = solve(potential, kin)
    mu, filling = subband_filling(energies)
    slope = -expit((mu - energies) / kT) / np.pi
    chi_mu = response(energies, orbitals, filling, slope)
    row = chi_mu @ ones
    return chi_mu, chi_mu - np.outer(row, row) / row.sum()


def kernel(rho):
    return coulomb + np.diag(xc_kernel(rho)) / h


def analytic_jacobian(rho):
    chi0 = thermal_response(effective_potential(rho))[1]
    return h**2 * chi0 @ kernel(rho)


def numerical_jacobian(rho):
    """Central differences of the complete nonlinear map."""
    columns = []
    for j in range(points):
        step = np.zeros(points)
        step[j] = 1e-3 * rho[j]
        columns.append((scf_map(rho + step) - scf_map(rho - step))
                       / (2 * step[j]))
    return np.array(columns).T


def relative_error(trial, reference):
    return np.max(np.abs(trial - reference)) / np.max(np.abs(reference))


# Fixed point: damped iteration, then Newton steps with the derived Jacobian
rho = density_from_potential(np.zeros(points))
for _ in range(200):
    rho = rho + 0.04 * (scf_map(rho) - rho)
newton_residuals = [np.max(np.abs(scf_map(rho) - rho))]
for _ in range(4):
    rho = rho + np.linalg.solve(identity - analytic_jacobian(rho),
                                scf_map(rho) - rho)
    newton_residuals.append(np.max(np.abs(scf_map(rho) - rho)))
assert newton_residuals[-1] < 1e-13 and rho.min() > 0

# The potential is the derivative of the xc energy density
dn = 1e-4 * rho
slope_xc = (xc_energy_density(rho + dn) - xc_energy_density(rho - dn)) / (2*dn)
assert relative_error(xc_potential(rho), slope_xc) < 1e-6

# Level shifts, chemical-potential shift and density response to a potential
v0 = effective_potential(rho)
energies, orbitals = solve(v0)
mu, filling = subband_filling(energies)
chi_mu, chi0 = thermal_response(v0)
dv = np.sin(1.3 * z) + 0.5 * np.cos(0.4 * z) + 0.03 * z
t = 1e-5
e_plus, orb_plus = solve(v0 + t * dv)
e_minus, orb_minus = solve(v0 - t * dv)
level_shift = h * (orbitals**2).T @ dv
assert relative_error(level_shift[:6], ((e_plus - e_minus)/(2*t))[:6]) < 1e-5
mu_shift = (ones @ chi_mu @ dv) / (ones @ chi_mu @ ones)
mu_shift_fd = (subband_filling(e_plus)[0] - subband_filling(e_minus)[0])/(2*t)
assert abs(mu_shift - mu_shift_fd) < 1e-5

# Integer occupations with a gap: two lowest levels doubly filled
integer_filling = np.zeros(points)
integer_filling[:2] = 2.0
chi_gap = response(energies, orbitals, integer_filling, np.zeros(points))
gap_fd = (orb_plus**2 - orb_minus**2) @ integer_filling / (2 * t)
gap_error = relative_error(h * chi_gap @ dv, gap_fd)
assert gap_error < 1e-5
assert np.max(np.abs(chi_gap @ ones)) < 1e-8 * np.max(np.abs(chi_gap))

# Degenerate levels: free electrons on a ring
flat = np.zeros(points)
ring_energies = solve(flat, kinetic_ring)[0]
assert abs(ring_energies[2] - ring_energies[1]) < 1e-10
ring_fd = (density_from_potential(t * dv, kinetic_ring)
           - density_from_potential(-t * dv, kinetic_ring)) / (2 * t)
ring_chi0 = thermal_response(flat, kinetic_ring)[1]
ring_error = relative_error(h * ring_chi0 @ dv, ring_fd)
assert ring_error < 1e-5

# Full Jacobian at the fixed point and away from it
jacobian = analytic_jacobian(rho)
jacobian_fd = numerical_jacobian(rho)
error_fixed = relative_error(jacobian, jacobian_fd)
rho_away = rho * (1 + 0.05 * np.cos(np.pi * z / thickness))
residual_away = np.max(np.abs(scf_map(rho_away) - rho_away))
jacobian_away_fd = numerical_jacobian(rho_away)
error_away = relative_error(analytic_jacobian(rho_away), jacobian_away_fd)
change_of_jacobian = relative_error(jacobian, jacobian_away_fd)
assert error_fixed < 1e-5 and error_away < 1e-5
assert residual_away > 1e-5 and change_of_jacobian > 1e-2
error_no_mu = relative_error(h**2 * chi_mu @ kernel(rho), jacobian_fd)
error_no_xc = relative_error(h**2 * chi0 @ coulomb, jacobian_fd)
assert error_no_mu > 1e-2 and error_no_xc > 1e-2
charge_leak = np.max(np.abs(jacobian_fd.sum(axis=0)))
assert charge_leak < 1e-5

# One dipolar density change followed through the map
shape = rho * np.cos(np.pi * z / thickness)
size = 2e-4
drho_in = size * shape
dv_first = h * kernel(rho) @ drho_in
dv_actual = effective_potential(rho + drho_in) - v0
drho_first = h * chi0 @ dv_first
base = scf_map(rho)
drho_actual = scf_map(rho + drho_in) - base
remainder = np.linalg.norm(drho_actual - drho_first)
remainder_half = np.linalg.norm(scf_map(rho + drho_in / 2) - base
                                - drho_first / 2)
remainder_ratio = remainder / remainder_half
assert abs(remainder_ratio - 4) < 0.05
assert relative_error(dv_first, dv_actual) < 1e-3
probe = (points + 1) // 4 - 1

# Spectrum of 1 - chi0 K and the stability limit of linear mixing
values, vectors = np.linalg.eig(identity - jacobian)
assert np.max(np.abs(values.imag)) < 1e-6
assert np.linalg.eigvalsh(-chi0).min() > -1e-10
top = np.argmax(values.real)
lambda_max, lambda_min = values.real[top], values.real.min()
lambda_fd = np.linalg.eigvals(identity - jacobian_fd).real.max()
assert lambda_min > 0 and abs(lambda_max / lambda_fd - 1) < 1e-4
mode = vectors[:, top].real
mode = mode / np.linalg.norm(mode)
parity = mode @ mode[::-1]
alpha_limit = 2 / lambda_max
mixing_rows = []
for fraction in (0.95, 1.05):
    alpha = fraction * alpha_limit
    current = rho + 1e-5 * rho.max() * mode
    for _ in range(6):
        previous = mode @ (current - rho)
        current = current + alpha * (scf_map(current) - current)
    measured = mode @ (current - rho) / previous
    predicted = 1 - alpha * lambda_max
    assert abs(measured - predicted) < 1e-3
    mixing_rows.append((alpha, predicted, measured))

print(f"wall distance: {thickness:.1f} bohr")
print(f"r_s of background: {r_s:.1f} bohr")
print(f"temperature kT: {kT:.3f} hartree")
print(f"grid points: {points}, spacing: {h:.4f} bohr")
print(f"background density: {background:.6e} bohr^-3")
print(f"electrons per area: {electrons:.6f} bohr^-2")
print(f"chemical potential minus lowest level: {mu-energies[0]:.5f} hartree")
print(f"subbands below chemical potential: {np.sum(energies < mu)}")
for k, value in enumerate(newton_residuals):
    print(f"max residual after {k} Newton steps: {value:.2e} bohr^-3")
print(f"gapped response, relative error: {gap_error:.1e}")
print(f"degenerate ring response, relative error: {ring_error:.1e}")
print(f"Jacobian error at fixed point, relative: {error_fixed:.1e}")
print(f"max residual at displaced density: {residual_away:.3e} bohr^-3")
print(f"Jacobian error at displaced density, relative: {error_away:.1e}")
print(f"fixed-point Jacobian used there, error: {change_of_jacobian:.3f}")
print(f"error without Fermi-level shift, relative: {error_no_mu:.3f}")
print(f"error without xc kernel, relative: {error_no_xc:.3f}")
print(f"largest column sum of numerical Jacobian: {charge_leak:.1e}")
print(f"relative amplitude of dipolar change: {size:.1e}")
print(f"probe position: {z[probe]:.3f} bohr")
print(f"density at probe: {rho[probe]:.6e} bohr^-3")
print(f"delta rho_in at probe: {drho_in[probe]:.5e} bohr^-3")
print(f"delta v at probe, K delta rho: {dv_first[probe]:.5e} hartree")
print(f"delta v at probe, actual: {dv_actual[probe]:.5e} hartree")
print(f"delta rho_out at probe, chi0 K: {drho_first[probe]:.5e} bohr^-3")
print(f"delta rho_out at probe, actual: {drho_actual[probe]:.5e} bohr^-3")
print(f"delta R at probe, first order: "
      f"{drho_first[probe] - drho_in[probe]:.5e} bohr^-3")
print(f"remainder ratio on halving the change: {remainder_ratio:.4f}")
print(f"largest eigenvalue of 1 - chi0 K: {lambda_max:.4f}")
print(f"same from numerical Jacobian: {lambda_fd:.4f}")
print(f"smallest eigenvalue of 1 - chi0 K: {lambda_min:.4f}")
print(f"mirror parity of the largest mode: {parity:.4f}")
print(f"mixing limit 2/lambda_max: {alpha_limit:.5f}")
for alpha, predicted, measured in mixing_rows:
    print(f"alpha {alpha:.5f}: error factor predicted {predicted:.4f}, "
          f"measured {measured:.4f}")
print("every check passed")
```

Printed output:

```
wall distance: 20.0 bohr
r_s of background: 4.0 bohr
temperature kT: 0.010 hartree
grid points: 59, spacing: 0.3333 bohr
background density: 3.730194e-03 bohr^-3
electrons per area: 0.074604 bohr^-2
chemical potential minus lowest level: 0.11007 hartree
subbands below chemical potential: 3
max residual after 0 Newton steps: 8.14e-08 bohr^-3
max residual after 1 Newton steps: 4.79e-14 bohr^-3
max residual after 2 Newton steps: 3.05e-16 bohr^-3
max residual after 3 Newton steps: 2.84e-16 bohr^-3
max residual after 4 Newton steps: 1.63e-16 bohr^-3
gapped response, relative error: 3.8e-09
degenerate ring response, relative error: 5.7e-10
Jacobian error at fixed point, relative: 7.8e-08
max residual at displaced density: 5.925e-03 bohr^-3
Jacobian error at displaced density, relative: 2.7e-07
fixed-point Jacobian used there, error: 0.517
error without Fermi-level shift, relative: 1.424
error without xc kernel, relative: 0.092
largest column sum of numerical Jacobian: 4.4e-10
relative amplitude of dipolar change: 2.0e-04
probe position: 5.000 bohr
density at probe: 4.794975e-03 bohr^-3
delta rho_in at probe: 6.78112e-07 bohr^-3
delta v at probe, K delta rho: 2.53221e-04 hartree
delta v at probe, actual: 2.53222e-04 hartree
delta rho_out at probe, chi0 K: -1.34955e-05 bohr^-3
delta rho_out at probe, actual: -1.35026e-05 bohr^-3
delta R at probe, first order: -1.41736e-05 bohr^-3
remainder ratio on halving the change: 4.0000
largest eigenvalue of 1 - chi0 K: 22.7850
same from numerical Jacobian: 22.7850
smallest eigenvalue of 1 - chi0 K: 0.9315
mirror parity of the largest mode: -1.0000
mixing limit 2/lambda_max: 0.08778
alpha 0.08339: error factor predicted -0.9000, measured -0.9000
alpha 0.09217: error factor predicted -1.1000, measured -1.1000
every check passed
```
